# Slowest Excess-Carrier Decay in a Wafer with Two Equal Surfaces

## 1. What dimensions and symmetry fix

A wafer of thickness $W$ has minority-carrier diffusivity $D$ and the same surface recombination velocity $S$ at both faces. These three quantities have units of length, length²/time and length/time. The one independent dimensionless group is $SW/D$, so the surface-controlled decay time must have the form

$$\tau_s=\frac{W^2}{D}\,F\!\left(\frac{SW}{D}\right).$$

If diffusion is so fast that the carrier profile stays flat, $D$ must drop out. This requires $F\propto (SW/D)^{-1}$, hence $\tau_s\propto W/S$. If the faces remove every carrier that arrives, $S$ must drop out. Then $F$ is constant and $\tau_s\propto W^2/D$. The equations below supply the numerical factors and the function between these limits.

Equal faces also make the problem symmetric about the midplane. With $x=0$ there, each decay mode can be classified as even or odd.

## 2. Carrier balance and signs at the faces

Let $n(x,t)$ be the excess minority-carrier density after the light is switched off. The model assumes:

- low injection, with $D$ and the bulk lifetime $\tau_b$ uniform and constant;
- a quasi-neutral interior, where minority drift is negligible beside diffusion;
- variation through the thickness alone;
- no trapping, negligible storage of minority carriers in the space-charge layers, and $S>0$ constant during the decay.

At a semiconductor–electrolyte contact, $S$ is an effective velocity: the carrier loss per unit area and time, divided by $n$ at the inner edge of the space-charge layer. Irreversible minority transfer into the solution is part of this loss if it is proportional to the same density. Majority carriers must be removed at a matching rate, or the surface charges and $S$ may change.

The flux in the $+x$ direction is $-Dn_x$, where subscripts denote derivatives. Carrier balance gives

$$n_t=Dn_{xx}-\frac{n}{\tau_b}.$$

At $x=W/2$ the outward flux is $-Dn_x$. At $x=-W/2$ outward means the $-x$ direction, so the sign reverses:

$$-Dn_x=Sn\quad(x=W/2),\qquad Dn_x=Sn\quad(x=-W/2).$$

Write $n=e^{-t/\tau_b}u$. Then $n_t=e^{-t/\tau_b}(u_t-u/\tau_b)$. The bulk terms cancel, leaving $u_t=Du_{xx}$ with unchanged face conditions. Bulk recombination therefore adds the same rate $1/\tau_b$ to every mode.

## 3. The modes and the slowest one

Insert $u=e^{-rt}f(x)$:

$$-Df''=rf.$$

For two functions $f,g$ that obey the face conditions, integration by parts gives

$$\int_{-W/2}^{W/2}\left[g(-Df'')-f(-Dg'')\right]dx
=D\left[fg'-gf'\right]_{-W/2}^{W/2}=0.$$

The bracket vanishes at each face because $f'/f$ and $g'/g$ have the same prescribed value there; if a function vanishes at a face, so does its slope. The operator is thus self-adjoint. Its decay rates are real, and the standard Sturm–Liouville theorem supplies a complete set of orthogonal modes.

To find the sign of $r$, multiply the mode equation by $f$ and integrate:

$$r\int f^2dx=-D[ff']_{-W/2}^{W/2}+D\int f'^2dx.$$

The upper endpoint contributes $-Dff'=Sf^2$, and the lower one contributes $+Dff'=Sf^2$. Hence

$$r\int f^2dx=D\int f'^2dx+S\left[f^2(W/2)+f^2(-W/2)\right]>0.$$

Equality with zero would require a constant that vanishes at the faces, which is no mode. We may therefore set

$$r=Dk^2,\qquad b=\frac{kW}{2},\qquad h=\frac{SW}{2D},\qquad r=\frac{4Db^2}{W^2}.$$

For a given $r$, the condition at one face fixes $f$ up to a factor. Since $f(-x)$ is a mode with the same $r$, it equals $\pm f(x)$. The modes are consequently cosines or sines.

For $f=\cos kx$, the condition at $W/2$ is $Dk\sin b=S\cos b$. Here $\cos b$ cannot vanish, since $\sin b$ would then have to vanish too. Division and $k=2b/W$ give

$$b\tan b=h\qquad\text{(even modes)}.$$

For $f=\sin kx$, the condition is $-Dk\cos b=S\sin b$, or

$$-b\cot b=h\qquad\text{(odd modes)}.$$

On $0<b<\pi/2$, $b\tan b$ rises from zero to infinity, so there is one even root. The odd equation has no root up to $\pi/2$, because its left side is not positive there. Between $\pi/2$ and $\pi$ its left side rises from zero to infinity and gives one root, while $b\tan b$ is negative. The slowest mode is therefore even, and the next is odd. The result is

$$\boxed{\frac1\tau=\frac1{\tau_b}+\frac1{\tau_s},\quad
\tau_s=\frac{W^2}{4Db^2},\quad b\tan b=\frac{SW}{2D},\quad 0<b<\frac{\pi}{2}.}$$

The slowest profile, $f_0=\cos(2bx/W)$, is positive throughout the wafer. Its initial amplitude is $\int f_0u(x,0)dx/\int f_0^2dx$, which is positive for any non-negative, nonzero initial excess. One-sided illumination thus changes the early transient but not the final decay time.

## 4. Two bounds that contain both scalings

The root equation gives $1/h=\cot b/b$. Since $S=2Dh/W$,

$$\frac{W}{2S}=\frac{W^2}{4Dh}=\frac{W^2}{4D}\frac{\cot b}{b}.$$

Subtract this from $\tau_s$:

$$\tau_s-\frac{W}{2S}=\frac{W^2}{4D}g(b),\qquad
g(b)=\frac{1-b\cot b}{b^2}.$$

The range of $g$ follows from the product $\sin b=b\prod_{m\ge1}(1-b^2/m^2\pi^2)$. Its logarithmic derivative is

$$\cot b=\frac1b-\sum_{m=1}^{\infty}\frac{2b}{m^2\pi^2-b^2},$$

and therefore

$$g(b)=2\sum_{m=1}^{\infty}\frac1{m^2\pi^2-b^2}.$$

Every term rises with $b$ on the required interval. At $b\to0$, $g=(2/\pi^2)\sum m^{-2}=1/3$, using $\sum m^{-2}=\pi^2/6$. At $b\to\pi/2$, $b\cot b\to0$ and $g\to4/\pi^2$. It follows for every finite $h>0$ that

$$\boxed{\frac{W}{2S}+\frac{W^2}{12D}<\tau_s<
\frac{W}{2S}+\frac{W^2}{\pi^2D}.}$$

**Surface-limited regime, $h\ll1$.** Both bounds approach $W/(2S)$. The factor 2 counts the two faces. The correction $W^2/(12D)$ has a direct meaning. For a nearly flat profile with mean density $\bar n$, the local removal rate is approximately $r\bar n$, so $-Dn_{xx}=r\bar n$ and

$$n=n_s+\frac{r\bar n}{2D}\left(\frac{W^2}{4}-x^2\right).$$

Here $n_s$ is the density at a face. The mean of the last bracket is $W^2/4-W^2/12=W^2/6$, so $\bar n=n_s+r\bar nW^2/(12D)$. Total balance, $rW\bar n=2Sn_s$, gives $n_s=rW\bar n/(2S)$. Substitution gives $1/r=W/(2S)+W^2/(12D)$. The correction is the extra time due to the density being lower at the faces than on average.

**Diffusion-limited regime, $h\gg1$.** Put $b=\pi/2-\epsilon$. Then $\tan b\simeq1/\epsilon$ and $h\simeq\pi/(2\epsilon)$, so $b\simeq(\pi/2)(1-1/h)$. Expanding $1/b^2$ gives

$$\tau_s\simeq\frac{W^2}{\pi^2D}\left(1+\frac2h\right)
=\frac{W^2}{\pi^2D}+\frac{4W}{\pi^2S}.$$

To this order, each face acts like a perfect sink displaced outward by $D/S$: replacing $W$ by $W+2D/S$ in $W^2/(\pi^2D)$ gives the same two terms.

The upper bound is also a convenient estimate. Its excess relative to $\tau_s$ is

$$\left(\frac4{\pi^2}-g\right)b^2=\frac{4b^2}{\pi^2}-1+b\cot b.$$

This vanishes in both limits. Numerical maximization gives 5.1% at $h=2.55$. The two terms of the estimate are equal at $W_c=\pi^2D/(2S)$, where $h=\pi^2/4$. This thickness marks a gradual crossover.

## 5. Local exponents and recovery of S

Differentiating $\ln h=\ln b+\ln\tan b$ gives

$$\frac{d\ln h}{d\ln b}=1+\frac{b}{\sin b\cos b}
=1+\frac{2b}{\sin2b}\equiv q.$$

Because $\ln\tau_s=2\ln W-\ln D-2\ln b-\ln4$, and $h$ is proportional to both $S$ and $W$,

$$\frac{\partial\ln\tau_s}{\partial\ln S}=-\frac2q,\qquad
\frac{\partial\ln\tau_s}{\partial\ln W}=2-\frac2q.$$

Each derivative holds the other two of $S$, $W$ and $D$ fixed. As $h$ grows from zero to infinity, $q$ rises from 2 to infinity. The thickness exponent therefore rises from 1 to 2 while the sensitivity to $S$ disappears.

These exponents belong to $\tau_s$. At fixed $\tau_b$, differentiating the sum of rates gives $d\ln\tau=(\tau/\tau_s)\,d\ln\tau_s$, so the observed lifetime has a smaller thickness exponent. If surface loss is weak, $\tau$ approaches $\tau_b$ and hardly depends on thickness.

For a forward calculation, solve $b\sin b-h\cos b=0$ on $[0,\pi/2]$. The left side is $-h$ at the lower end and $\pi/2$ at the upper end. Its derivative, $(1+h)\sin b+b\cos b$, is positive for $b>0$, so there is one root and bisection finds it safely.

For the inverse calculation, use

$$\frac1{\tau_s}=\frac1\tau-\frac1{\tau_b},\qquad
b=\frac{W}{2\sqrt{D\tau_s}},\qquad
S=\frac{2D}{W}b\tan b.$$

A finite positive $S$ requires $\tau_s>W^2/(\pi^2D)$. A shorter value means that the inputs or the model are inconsistent. To first order, a relative error in $\tau_s$ is multiplied by $q/2$ in $S$.

## 6. One passive face

Suppose one face has zero recombination velocity and the other has $S$. Reflect the wafer in the passive face. The result is a symmetric wafer of thickness $2W$ whose even modes have zero slope at the midplane, as the passive face requires. Replacing $W$ by $2W$ gives

$$\frac WS+\frac{W^2}{3D}<\tau_s^{\rm one}<
\frac WS+\frac{4W^2}{\pi^2D}.$$

Passivating one face thus doubles the surface-limited time and quadruples the diffusion-limited time, with $W$, $D$ and the other face held fixed.

## 7. Worked example

Take $W=300$ µm, electron mobility 1200 cm²/Vs, $T=300$ K and $\tau_b=1000$ µs. The Einstein relation gives $D=\mu k_BT/e=31.02$ cm²/s. With $W=0.0300$ cm,

$$\frac{W^2}{\pi^2D}=\frac{(0.0300)^2}{\pi^2(31.02)}\ {\rm s}=2.94\ \mu{\rm s}.$$

For $S=1000$ cm/s,

$$h=\frac{1000\times0.0300}{2\times31.02}=0.4835,\qquad b=0.6440,$$

$$\tau_s=\frac{(0.0300)^2}{4(31.02)(0.6440)^2}\ {\rm s}=17.5\ \mu{\rm s}.$$

The bounds are 17.4 and 17.9 µs. Adding the bulk rate gives $1/\tau=1/17.487+1/1000$ µs⁻¹, hence $\tau=17.2$ µs. The same calculation for three surfaces gives:

| $S$ (cm/s) | $h$ | $\tau_s$ (µs) | $\tau$ (µs) | $W$ exponent of $\tau_s$ |
|---:|---:|---:|---:|---:|
| 10 | 0.00484 | 1502 | 600 | 1.00 |
| 1000 | 0.484 | 17.5 | 17.2 | 1.15 |
| 100000 | 48.4 | 3.06 | 3.05 | 1.96 |

Doubling the thickness at fixed $S$ and $D$ multiplies $\tau_s$ by 2.00, 2.30 and 3.92, respectively. By the reflection argument, these are also the factors gained by making one face passive at the original thickness. In the first row the observed lifetime has a thickness exponent of about $(600/1502)\times1.00=0.40$, because surface loss supplies only about 40% of the total decay rate.

The last row also shows the difficulty of finding a large $S$. Its sensitivity exponent is $-0.040$, so to first order a 1% error in $\tau_s$ becomes an error of about 25% in $S$. This close to the diffusion limit the response is uneven: $S$ comes out about 33% too high if $\tau_s$ is 1% too low, and about 20% too low if $\tau_s$ is 1% too high.

As an independent check, the balance law and face fluxes were discretized into 800 cells at 13 values of $h$ from 0.1 to 100. The two lowest decay rates agreed with the root equations to within 2 parts in 100,000.

The late exponential must be distinguished from the initial signal. Integrating the carrier balance over the wafer gives

$$-\frac{dN}{dt}=\frac N{\tau_b}+S[n(W/2)+n(-W/2)],\qquad N=\int n\,dx.$$

Carriers created near a face make the surface term large relative to $N$. For $S=1000$ cm/s and an initial profile decaying over 10 µm from one face, the mean decay time during the first 0.86 µs is 5.7 µs. The late decay time is 17.2 µs.

The next mode decays in 2.16 µs. Its amplitude relative to the slowest mode falls by a factor of 100 in $\ln(100)/(1/2.163-1/17.187)\simeq11$ µs. Being odd, this mode cancels from the total carrier number but can affect a detector that weights the two halves differently.

## 8. Use for a silicon wafer in a wet bath

The parameters lie roughly in the regime of a p-type silicon wafer with doping $10^{16}$ cm⁻³, and the three values of $S$ represent good, intermediate and poor passivation. The assumed excess density, $10^{10}$ cm⁻³, was chosen low to limit surface charging; it lies several orders of magnitude below the excess densities at which wafer lifetimes are usually measured. With 0.2 eV band bending, storing half the wafer's excess carriers at one face would shift the surface potential by about 0.37 mV. If $S$ follows the corresponding Boltzmann factor, it changes by 1.5% and $\tau$ by at most 1.2% among the three cases. At an excess of $10^{13}$ cm⁻³ the same linear estimate would exceed the band bending itself, so constant $S$ could not be assumed if the carriers were stored.

Constant $S$ can fail even without charging. With 0.2 eV band bending and $n=10^{10}$ cm⁻³ at the inner edge of the space-charge layer, the Boltzmann factor of about 2300 gives a surface electron density of $2.3\times10^{13}$ cm⁻³. The surface hole density is only $4.4\times10^{12}$ cm⁻³. Recombination through surface defects may then be limited by the supply of holes, so that $S$ falls as $n$ rises. For such defects the constant-$S$ result applies only once $n$ is low enough for electron capture to limit the loss. Real faces may also differ: values of $1.2S$ and $0.8S$ change $\tau$ by up to 1.2% in the three cases, and by up to about 1.8% for $S$ between them, near 3000 cm/s. A bath at 350 K has a larger effect. With $D\propto T^{-1.4}$ as a rough law, and $S$ and $\tau_b$ held fixed, $D$ falls to 25.0 cm²/s and $\tau$ changes by up to 23%. This exponent belongs to lattice scattering in lightly doped silicon. At $10^{16}$ cm⁻³ impurity scattering weakens the dependence: an empirical doping-dependent mobility fit gives an exponent near $-1.1$ and a change of about 17%. In a real bath $S$ and $\tau_b$ may change as well.

Removing both 0.16 µm space-charge layers from the neutral thickness changes $\tau$ by only up to 0.21%, but the electrons held inside these layers can matter far more. In local equilibrium with a density $n$ at its inner edge, a layer of width $w$ holds $n\ell$ electrons per unit area, where

$$\ell=\int_0^w e^{e\phi(x)/k_BT}\,dx$$

and $\phi$ is the potential relative to the interior. For 0.2 eV band bending, the parabolic potential of the depletion approximation gives $\ell\approx26$ µm, and the full Poisson–Boltzmann profile gives about 28 µm. In the surface-limited regime the balance $(W+2\ell)\,dn/dt=-2Sn$ then gives $\tau_s\simeq(W+2\ell)/(2S)$, 17% to 19% longer than $W/(2S)$. At 0.1 eV the increase is below 1%. With $\ell=28$ µm, storage lengthens $\tau$ by about 14% for $S=1000$ cm/s and by less than 0.1% for $S=10^5$ cm/s. The first two rows of the table therefore assume band bending weak enough for this storage to be neglected.

The lateral size of the wafer has a smaller effect. A perfectly absorbing rim at radius $R=5$ cm shortens the decay time of the slowest lateral mode by up to 0.43%. From a laterally uniform start, however, that mode takes roughly 50 to 100 ms to dominate the total carrier number and more than 100 ms to dominate at the centre, far longer than $\tau$. Before then, diffusion to the rim adds a loss rate of about $(2/R)\sqrt{D/(\pi t)}$ to the decay of the total carrier number. At $t=\tau$ this shortens the whole-wafer decay time by about 3% for $S=10$ cm/s, while a detector at the centre sees no appreciable change. The mean free path is about 44 nm, much less than $W$, which supports the diffusion description. Trapping remains unsized because no trap density is specified; where it matters, the single-density balance equation must be replaced by coupled equations for free and trapped carriers. The numerical output lists the remaining estimates.

## Calculated quantities

```
Thickness W = 300 um; temperature = 300 K
Electron mobility = 1200 cm2/Vs; D = 31.02 cm2/s
Bulk lifetime = 1000 us
Diffusion limit W^2/(pi^2 D) = 2.939 us
S = 10 cm/s: h = 0.00484, b = 0.06948
  surface limit W/(2S) = 1500.000 us
  lower bound, tau_s, upper bound = 1502.418, 1502.418, 1502.939 us
  observed tau = 600.387 us; next mode = 2.919 us
  exponents of tau_s: in W 1.002, in S -0.998
  tau_s(2W)/tau_s(W) = 2.003; crossover W = 1.531e+05 um
S = 1000 cm/s: h = 0.48352, b = 0.64401
  surface limit W/(2S) = 15.000 us
  lower bound, tau_s, upper bound = 17.418, 17.487, 17.939 us
  observed tau = 17.187 us; next mode = 2.163 us
  exponents of tau_s: in W 1.146, in S -0.854
  tau_s(2W)/tau_s(W) = 2.297; crossover W = 1531 um
S = 100000 cm/s: h = 48.35216, b = 1.53898
  surface limit W/(2S) = 0.150 us
  lower bound, tau_s, upper bound = 2.568, 3.062, 3.089 us
  observed tau = 3.053 us; next mode = 0.765 us
  exponents of tau_s: in W 1.960, in S -0.040
  tau_s(2W)/tau_s(W) = 3.919; crossover W = 15.31 um
Largest error of summed limits = 5.06 % at h = 2.553
Pulse test: S = 1000 cm/s, absorption depth = 10 um
  mean decay time over first 0.859 us = 5.714 us
  late decay time = 17.187 us
Neglected effects (rough silicon data; largest change of tau):
  doping = 1e+16 cm^-3; excess = 1e+10 cm^-3
  band bending = 0.2 eV; depletion width = 0.161 um
  peak surface field = 0.0249 MV/cm
  loss of neutral thickness: 0.209 %
  surface charging bound: 0.373 mV, S by 1.45 %, tau by 1.20 %
  faces at 1.2 S and 0.8 S: 1.23 %
  finite injection, change of D: 2.0e-04 %
  absorbing rim, radius 5 cm: 0.43 %
  bath at 350 K, S and tau_b fixed: D = 25.00 cm2/s, tau by 23.0 %
  dielectric relaxation time = 1.62 ps
  mean free path = 44.1 nm; fraction of W = 1.5e-04
  largest S / one-way thermal velocity = 0.019
  doping / valence-band density of states = 3.3e-04
```
